\section*{A Localized Gap Vibration at the Free End of a Diatomic Chain}

\section*{The problem}

Atoms $n=0,1,2,\dots$ form a half-infinite line. Even sites carry mass $m_1$ and odd sites mass $m_2$. Each atom is joined to its nearest neighbours by springs of the same constant $K$, and atom $0$ has no neighbour on its left. The displacements $u_n$ are along the line and small enough for the springs to be harmonic. Two atoms make a cell of length $a$. A vibration is called localized if its amplitude tends to zero far from the end. The lighter of the two masses is written $m$ and the heavier $M$ when the distinction matters.

The questions are whether the end supports a localized vibration, at what frequency, and how this depends on which atom comes last. A chain with the masses of oxygen and hafnium then gives the result a size.

\section*{(a) Equations of motion}

\textit{Write the equations for a vibration of angular frequency $\omega$, inside the chain and at its end.}

\medskip
The spring to the right of atom $n$ pulls it with force $K(u_{n+1}-u_n)$ and the spring to its left with $K(u_{n-1}-u_n)$. For motion at frequency $\omega$ the acceleration is $-\omega^2u_n$. Newton's law, with all signs reversed, gives for $n\ge1$
\begin{equation}
m_n\omega^2u_n=K(2u_n-u_{n-1}-u_{n+1}).
\end{equation}
Atom $0$ has one spring, so
\begin{equation}
m_1\omega^2u_0=K(u_0-u_1).
\end{equation}
With the abbreviations
\begin{equation}
x=\frac{\omega^2}{K},\qquad \alpha=2-m_1x,\qquad \beta=2-m_2x,
\end{equation}
these become
\begin{align}
\alpha u_{2j}&=u_{2j-1}+u_{2j+1}\quad(j\ge1),\label{even}\\
\beta u_{2j+1}&=u_{2j}+u_{2j+2}\quad(j\ge0),\label{odd}\\
(\alpha-1)u_0&=u_1.\label{end}
\end{align}

\section*{(b) The bulk bands}

\textit{Find the frequencies of travelling waves far from the end, and the gap between them.}

\medskip
Insert $u_{2j}=Ae^{iqaj}$ and $u_{2j+1}=Be^{iqaj}$ into (\ref{even}) and (\ref{odd}):
\begin{equation}
\alpha A=(1+e^{-iqa})B,\qquad \beta B=(1+e^{iqa})A .
\end{equation}
Multiplying the two equations and cancelling $AB$ gives $\alpha\beta=2+2\cos qa$. (If $A$ or $B$ vanishes, the equations force $e^{iqa}=-1$ and the relation still holds, with both sides zero.) Since $\alpha\beta=4-2(m_1+m_2)x+m_1m_2x^2$,
\begin{equation}
m_1m_2x^2-2(m_1+m_2)x+2(1-\cos qa)=0,
\end{equation}
\begin{equation}
\frac{\omega^2}{K}=\frac1{m_1}+\frac1{m_2}\pm
\sqrt{\left(\frac1{m_1}+\frac1{m_2}\right)^2-\frac{2(1-\cos qa)}{m_1m_2}} .
\label{bands}
\end{equation}
The root is smallest at $qa=\pi$, where it equals $|1/m_1-1/m_2|$. The lower (acoustic) band therefore ends at $2K/M$ and the upper (optical) band begins at $2K/m$. For unequal masses there is a gap
\begin{equation}
\frac{2K}{M}<\omega^2<\frac{2K}{m}.
\end{equation}
The optical band ends at $q=0$, at $\omega^2=2K(1/m+1/M)$. The gap edges do not depend on which atom terminates the chain.

\section*{(c) The form of a decaying solution}

\textit{Show that a localized vibration must shrink by one fixed factor per cell.}

\medskip
Equation (\ref{odd}) gives $u_{2j+2}=\beta u_{2j+1}-u_{2j}$. Equation (\ref{even}) for the next even site then gives
\begin{equation}
u_{2j+3}=\alpha u_{2j+2}-u_{2j+1}=-\alpha u_{2j}+(\alpha\beta-1)u_{2j+1}.
\end{equation}
One cell is thus carried to the next by
\begin{equation}
\begin{pmatrix}u_{2j+2}\\u_{2j+3}\end{pmatrix}
=T\begin{pmatrix}u_{2j}\\u_{2j+1}\end{pmatrix},\qquad
T=\begin{pmatrix}-1&\beta\\-\alpha&\alpha\beta-1\end{pmatrix}.
\end{equation}
The determinant is $-(\alpha\beta-1)+\alpha\beta=1$, so the eigenvalues are $\lambda$ and $1/\lambda$, with sum equal to the trace:
\begin{equation}
\lambda+\frac1\lambda=\alpha\beta-2 .\label{trace}
\end{equation}

If both eigenvalues have modulus one, repeated action of $T$ leaves the amplitude oscillating, constant in size or, when $T$ cannot be diagonalized, growing linearly. None of these decays. If the moduli differ, call the smaller eigenvalue $\lambda$. A starting vector with any component along the other eigenvector grows. A localized vibration therefore has the form
\begin{equation}
u_{2j}=A\lambda^j,\qquad u_{2j+1}=B\lambda^j,\qquad |\lambda|<1,\qquad j\ge0. \label{form}
\end{equation}
No candidate has been left out, whether in the gap or elsewhere.

\section*{(d) The end condition}

\textit{Find every localized vibration and the condition on the masses.}

\medskip
With (\ref{form}), equations (\ref{even}), (\ref{odd}) and (\ref{end}) become
\begin{align}
\alpha A&=(1+1/\lambda)B,\label{e1}\\
\beta B&=(1+\lambda)A,\label{e2}\\
(\alpha-1)A&=B.\label{e3}
\end{align}
Subtracting (\ref{e3}) from (\ref{e1}) leaves $A=B/\lambda$, or
\begin{equation}
B=\lambda A .
\end{equation}
Here $A\neq0$, because $A=0$ would make $B=0$ and the whole chain would be at rest. Equation (\ref{e3}) now reads $\alpha-1=\lambda$. Equation (\ref{e2}) reads $\beta\lambda=1+\lambda$, that is $(\beta-1)\lambda=1$. Eliminating $\lambda$,
\begin{equation}
(\alpha-1)(\beta-1)=(1-m_1x)(1-m_2x)=1 .
\end{equation}
Expanding and cancelling the $1$ on each side,
\begin{equation}
x\left[m_1m_2x-(m_1+m_2)\right]=0 .
\end{equation}

The root $x=0$ has $\lambda=1-m_1x=1$: the chain moves as a whole, without decay. The other root is
\begin{equation}
\boxed{\;\omega_s^2=K\left(\frac1{m_1}+\frac1{m_2}\right)\;}
\end{equation}
and its decay factor is
\begin{equation}
\lambda=1-m_1\,\frac{m_1+m_2}{m_1m_2}=-\frac{m_1}{m_2}.
\end{equation}
This satisfies $|\lambda|<1$ if and only if $m_1<m_2$. The steps can be reversed: $B=\lambda A$ with $\alpha=1+\lambda$ and $\beta=1+1/\lambda$ satisfies (\ref{e1})--(\ref{e3}). A free end therefore carries one localized vibration when the lighter atom is last, and none when the heavier atom is last. In the second case the same algebra gives a pattern that grows into the chain.

It remains to place the frequency. With $m_1=m$ and $m_2=M$,
\begin{equation}
\omega_s^2-\frac{2K}{M}=K\left(\frac1m-\frac1M\right)=\frac{2K}{m}-\omega_s^2>0 .
\end{equation}
The mode lies in the gap, midway between its edges on the scale of $\omega^2$.

\section*{(e) What the atoms do}

\textit{Interpret the frequency, and find how strongly the mode is localized.}

\medskip
Because $B=\lambda A$, the displacements in units of $u_0$ are
\begin{equation}
1,\ \lambda,\ \lambda,\ \lambda^2,\ \lambda^2,\ \dots,\qquad \lambda=-\frac mM .
\end{equation}
Atoms 1 and 2 move together, as do atoms 3 and 4, so the springs between them are never stretched. Group the atoms instead as $(0,1)$, $(2,3)$ and so on. Within each pair
\begin{equation}
m\lambda^j+M\lambda^{j+1}=\lambda^j(m+M\lambda)=0,
\end{equation}
so the pair carries no momentum. It vibrates as a free diatomic molecule of reduced mass $\mu=mM/(m+M)$, which explains $\omega_s^2=K/\mu$. The pairs exert no force on each other, yet their amplitudes are tied together by the condition that the connecting springs keep their length.

The picture also settles a size effect. Cut the chain after any whole number of pairs. The spring removed was unstretched, so the remaining atoms still obey their equations. A finite chain with a light atom at one end and a heavy atom at the other has a mode at $\omega_s$ with no shift due to its length.

The amplitude falls as $(m/M)^j=e^{-ja/\xi}$, with
\begin{equation}
\xi=\frac{a}{\ln(M/m)} .
\end{equation}
The energy of pair $j$ is proportional to $\lambda^{2j}$, and the springs between pairs store none. The first pair holds the fraction
\begin{equation}
\frac{1}{\sum_{j\ge0}\lambda^{2j}}=1-\lambda^2=1-\frac{m^2}{M^2}.
\end{equation}
The share of atom $0$ in the kinetic energy is
\begin{equation}
w=\frac{m}{(m+M\lambda^2)\sum_j\lambda^{2j}}
=\frac{1-m^2/M^2}{1+m/M}=1-\frac mM ,
\end{equation}
where $M\lambda^2=m^2/M$ was used.

Two limits are useful. For $M\gg m$ the end atom vibrates against an almost immobile neighbour on one spring, and $\omega_s^2\to K/m$. A light atom inside the chain is held by two springs, hence the optical edge at $2K/m$: the mode drops below the band because the end atom has lost a spring. For $m\to M$ the gap closes, $\xi$ diverges, and at equal masses there is no localized mode.

\section*{(f) An end that is not quite free}

\textit{Take the light atom last and tie it to a rigid wall by a spring $\kappa K$. For which $\kappa\ge0$ does a gap mode survive?}

\medskip
The wall adds $\kappa Ku_0$ to the right side of the end equation, so (\ref{e3}) becomes $(\alpha-1+\kappa)A=B$. Subtracting it from (\ref{e1}) gives, with $s=1-\kappa$,
\begin{equation}
B=s\lambda A .
\end{equation}
For $s\ne0$ the end equation and (\ref{e2}) then give
\begin{equation}
2-mx=s(1+\lambda),\qquad 2-Mx=\frac{1+\lambda}{s\lambda}. \label{contact}
\end{equation}
Multiply the first by $M$, the second by $m$, and subtract to remove $x$. Multiplying the result by $s\lambda$ and collecting powers of $\lambda$ gives
\begin{equation}
f(\lambda)=Ms^2\lambda^2-\left[Ms(2-s)-m(2s-1)\right]\lambda-m=0 .\label{quad}
\end{equation}
In the gap $\alpha>0>\beta$. By (\ref{trace}), $(1+\lambda)^2/\lambda=\alpha\beta<0$, so a gap mode needs $-1<\lambda<0$. At the ends of this interval
\begin{equation}
f(0)=-m<0,\qquad f(-1)=2s(M-m).
\end{equation}

For $0\le\kappa<1$, $s>0$ and $f(-1)>0$. A quadratic that changes sign across an interval has one root there. Equation (\ref{contact}) then gives $2-mx>0$ and $2-Mx<0$, so the mode is in the gap. For $\kappa>1$ both end values are negative. Since $f$ curves upward, it stays negative between them, and there is no gap mode. At $\kappa=1$, $B=0$ and (\ref{e2}) requires $\lambda=-1$, so nothing decays. The gap mode survives for $\kappa<1$: against a rigid wall, the contact must be softer than the spring it replaces.

\section*{(g) A hafnium--oxygen chain}

\textit{Evaluate the mode for an oxygen-terminated chain, and judge what the model leaves out.}

\medskip
Take $m=15.999$~u, $M=178.49$~u, a bond length of $0.21$~nm, hence $a=0.42$~nm, and $K=150$~N/m. The last two are round values, roughly in the range suited to hafnia. The reduced mass is
\begin{equation}
\mu=\frac{15.999\times178.49}{15.999+178.49}\ \mathrm u=14.683\ \mathrm u ,
\end{equation}
so $\hbar\omega_s=\hbar\sqrt{K/\mu}=51.6$~meV, or $416$~cm$^{-1}$. The gap runs from $20.9$ to $69.9$~meV, and the optical band ends at $73.0$~meV. The midpoint rule holds for squares: $(20.94^2+69.94^2)/2=51.6^2$ in meV$^2$.

The amplitude factor is $-15.999/178.49=-0.090$ per cell, and $\xi=0.42/\ln(11.16)=0.17$~nm, less than one bond. The first pair holds $99.2\%$ of the energy, and the end atom has $w=0.91$. At $300$~K the mean quantum number is $\bar n=1/(e^{\hbar\omega_s/k_BT}-1)=0.16$, so the mode is mostly in its ground state. A normalized mode coordinate has mean square $\hbar(2\bar n+1)/2\omega_s$. For the motion due to this mode alone, the end atom's share gives
\begin{equation}
\sqrt{\langle u_0^2\rangle_s}=\sqrt{\frac{\hbar w}{2m\omega_s}(2\bar n+1)}=0.0055\ \mathrm{nm},
\end{equation}
about $2.6\%$ of the bond length. The subscript marks the contribution of the end mode. The other vibrations also move the end atom, and in a long chain at this temperature they contribute more.

If both ends are oxygen, the two end modes overlap. Diagonalizing the equations of motion gives a splitting of $0.38$~meV for five atoms and $0.0030$~meV for nine. The ratio, about $125$, agrees with $(M/m)^2=124$, one factor $M/m$ for each of the two added cells. In this model the two surfaces are almost independent once the chain is longer than a nanometre or two.

The following changes were made one at a time, with the other parameters held fixed, and the mode was found by diagonalizing an 80-atom chain, except in the last item, which treats a single pair.

\begin{itemize}
\item \textit{End bond.} Scaling the first spring by $0.8$ or $1.2$ moves the mode to $46.2$ or $56.5$~meV. This is close to $51.6\sqrt{0.8}=46.2$ and $51.6\sqrt{1.2}=56.5$, as expected when nearly all the elastic energy sits in that bond.
\item \textit{Contact.} Wall springs of $0.2K$ and $0.5K$ raise the mode to $55.8$ and $61.7$~meV. For $0.5K$, (\ref{quad}) gives $\lambda=-0.115$ and (\ref{contact}) gives $mx=1.56$, which reproduces the second value.
\item \textit{Neighbouring chains.} Let shear springs of $0.05K$ join each atom to four like atoms in parallel chains. If neighbouring chains move in antiphase, each spring is sheared by $2u_n$ and the added restoring constant is $4\times2\times0.05K=0.4K$. The mode rises to $59.9$~meV; for chains moving in phase it stays at $51.6$~meV. The single level becomes a surface band.
\item \textit{Coulomb forces.} Charges $\pm Ze$ at distance $r$, screened by a dielectric constant $4.5$, act as springs $\pm2Z^2e^2/(4\pi\varepsilon_0\,4.5\,r^3)$, the second derivative of their energy, positive for like charges. Second to twentieth neighbours were added, the nearest being already in $K$. For $Z=2.5$ the mode is at $52.8$~meV in a gap from $21.9$ to $72.1$~meV. For $Z=5$ it is at $55.2$~meV in a gap from $24.7$ to $69.5$~meV. Extending the sum to 150 neighbours lowers this last edge by $0.04$~meV, to $69.4$~meV, and leaves the other values unchanged at the digits shown.
\item \textit{Anharmonicity.} Give an isolated pair the Morse energy $D(1-e^{-\gamma y})^2$, where $y$ is the bond stretch, $\gamma=15$~nm$^{-1}$ is a round value and $D=K/2\gamma^2=2.1$~eV keeps the same $K$. Solving its Schr\"odinger equation on a grid lowers the first quantum by $0.64$~meV, about $1\%$.
\end{itemize}

The upper gap edge first rises with $Z$ and then falls. At $q=0$ like atoms move together, so the springs between them do nothing, while the negative springs between unlike atoms lower the optical frequency. For $Z=5$ these sum to $-14$~N/m on each side of an atom, and $73.0\sqrt{1-14/150}=69.5$~meV. The bottom of the optical band moves from $qa=\pi$ to $q=0$ between $Z=2.0$ and $2.2$, so the upper edges quoted for $Z=2.5$ and $Z=5$ both lie at $q=0$.

Real hafnia differs from the chain in ways that these shifts do not cover. It has two oxygen atoms per hafnium, each bonded to several neighbours, and it has no such empty window: the Raman lines of the monoclinic phase are spread across the range from $169$ to $564$~cm$^{-1}$ that is the gap of the chain. A surface vibration that meets bulk modes of the same energy and wavevector can leak into them and become a resonance of finite width. In a memory capacitor the film is also bonded to electrodes, so its ends are not free. For a rigid wall, a contact half as stiff as the bulk bond moves the mode up by $10$~meV, and a contact as stiff as the bulk bond removes it from the gap. An electrode is not rigid, and the outcome depends on its atoms. If the wall is replaced by a chain with springs $K$ and tungsten masses, the mode has left the gap by a contact of $0.97K$. If it is replaced by an alternating titanium--nitrogen chain with nitrogen at the interface, a localized mode shared with the electrode remains near $56$~meV even for a contact of $K$. The value of $52$~meV is thus an estimate for a free, oxygen-terminated model surface and not a predicted line of a device.

All numerical values are calculated from the stated model.
